# Occupancy and noise corner of a trap under fast gate switching

A trap in the gate oxide of a transistor captures an electron at rate $c(t)$ when it is empty and emits it at rate $e(t)$ when it is occupied. Both rates follow the gate voltage, which is periodic with period $T$. Let a bar denote the average over one period. If $(\bar c+\bar e)T\ll1$, the probability that the trap is occupied is

$$
\bar p=\frac{\bar c}{\bar c+\bar e}
$$

up to a small ripple, and the low-frequency noise of the occupancy is a Lorentzian with its half-power corner at

$$
f_c=\frac{\bar c+\bar e}{2\pi}.
$$

For a gate that spends a fraction $D$ of the period at an on bias and the rest at an off bias,

$$
\bar c=Dc_{\rm on}+(1-D)c_{\rm off},\qquad
\bar e=De_{\rm on}+(1-D)e_{\rm off}.
$$

Three assumptions enter. The trap has two states, $n=0$ (empty) and $n=1$ (occupied). The chance of a jump depends on the present state and not on earlier history. The rates depend on the gate voltage at the same instant, so neither the channel nor the trap lags behind it.

Let $p(t)$ be the probability that $n=1$, and let $\lambda=c+e$. Capture acts on the empty fraction and emission on the occupied fraction, so

$$
\dot p=c(1-p)-ep=c-\lambda p .
$$

The difference $d$ of two solutions obeys $\dot d=-\lambda d$. Over one full period it shrinks by the factor

$$
\exp\left(-\int_t^{t+T}\lambda\,dt'\right)=e^{-\bar\lambda T},\qquad \bar\lambda=\bar c+\bar e ,
$$

whatever the waveform and whatever the period. The map from $p(t)$ to $p(t+T)$ is therefore a straight line of slope less than one. It has one fixed point, which gives one periodic solution, and every other solution approaches it. From here on $p(t)$ means this periodic solution.

Integrate the master equation over a period. The left side vanishes because $p$ returns to its starting value, which leaves

$$
\int_0^T\lambda p\,dt=\int_0^Tc\,dt=\bar cT,
\qquad\text{so}\qquad
\frac{\int_0^T\lambda p\,dt}{\int_0^T\lambda\,dt}=\frac{\bar c}{\bar\lambda}=\bar p .
$$

This holds for any $T$: $\bar p$ is the mean of $p(t)$ weighted by $\lambda(t)$. A weighted mean lies between the smallest and the largest value of $p(t)$, so a small ripple forces $p(t)$ to stay close to $\bar p$.

The ripple can be bounded without knowing the waveform. Let $p$ have its minimum at $t_1$ and its next maximum at $t_2$, less than a period later. Since $0\le p\le1$,

$$
p_{\max}-p_{\min}=\int_{t_1}^{t_2}[c(1-p)-ep]\,dt\le\int_{t_1}^{t_2}c\,dt\le\bar cT .
$$

On the way back, from $t_2$ to $t_1+T$, the same difference equals the integral of $ep-c(1-p)$, which is at most $\bar eT$. Both limits apply, and the smaller of two numbers is at most half their sum. With $\varepsilon=\bar\lambda T$,

$$
|p(t)-\bar p|\le T\min(\bar c,\bar e)\le\frac{\varepsilon}{2}.
$$

This proves the first result. It also makes the condition precise: the bound is small when the sum of the rates integrated over a period is small. This is sufficient for any waveform but not always necessary for the averages; if $\lambda$ does not depend on the gate, the time average of $p$ is $\bar p$ and the corner is $\bar\lambda/2\pi$ at any period. Slow capture and emission at the on bias are not enough. If emission at the off bias is so fast that the trap empties in every off phase, then $\varepsilon$ is not small, memory does not survive from one period to the next, and no slow corner exists.

For the two-level gate the ripple has a simple leading form. During the on phase $p$ stays near $\bar p$, so its slope is

$$
c_{\rm on}-\lambda_{\rm on}\bar p
=\frac{c_{\rm on}(\bar c+\bar e)-(c_{\rm on}+e_{\rm on})\bar c}{\bar\lambda}
=\frac{c_{\rm on}\bar e-e_{\rm on}\bar c}{\bar\lambda}.
$$

When the averages are inserted, the terms $Dc_{\rm on}e_{\rm on}$ cancel and the numerator becomes $(1-D)(c_{\rm on}e_{\rm off}-e_{\rm on}c_{\rm off})$. Multiplication by the duration $DT$ gives the rise during the on phase,

$$
\Delta=D(1-D)T\,\frac{c_{\rm on}e_{\rm off}-c_{\rm off}e_{\rm on}}{\bar\lambda}.
$$

The plain time average of $p$ is closer to $\bar p$ than this ripple suggests. Let $m$ be the midpoint between the values of $p$ at the two switching instants, measured from $\bar p$. Within a phase of duration $h$, $\ddot p=-\lambda\dot p$. The mean of a slightly curved function is the mean of its end values minus $h^2\ddot p/12$, to leading order. The slopes are $\Delta/(DT)$ in the on phase and $-\Delta/[(1-D)T]$ in the off phase, so the phase means of $p-\bar p$ are

$$
\delta_{\rm on}=m+\frac{\lambda_{\rm on}DT\Delta}{12},\qquad
\delta_{\rm off}=m-\frac{\lambda_{\rm off}(1-D)T\Delta}{12}.
$$

Write $a=D\lambda_{\rm on}$ and $b=(1-D)\lambda_{\rm off}$, so that $a+b=\bar\lambda$. The weighted-mean identity demands $a\delta_{\rm on}+b\delta_{\rm off}=0$, that is,

$$
(a+b)m+\frac{T\Delta}{12}(a^2-b^2)=0,
\qquad m=\frac{T\Delta}{12}(b-a).
$$

The plain time average then differs from $\bar p$ by

$$
D\delta_{\rm on}+(1-D)\delta_{\rm off}
=\frac{T\Delta}{12}\,[b-a+Da-(1-D)b]
=\frac{T\Delta}{12}\,D(1-D)(\lambda_{\rm off}-\lambda_{\rm on}),
$$

where the last step uses $Db-(1-D)a=D(1-D)(\lambda_{\rm off}-\lambda_{\rm on})$. Since $\Delta$ is itself proportional to $T$, the error is of order $T^2$ for the two-level gate. A waveform with three or more levels can give an error of order $T$.

The noise requires the covariance of $n$ at two times. Suppose that $n(t)=1$. The conditional probability $q$ of finding the trap occupied later obeys the same master equation as $p$, but starts from 1. The difference $q-p$ starts from $1-p(t)$ and decays at the rate $\lambda$. Because $n$ is 0 or 1, the mean of $n(t)n(t+\tau)$ is $p(t)q(t+\tau)$, and therefore, for $\tau\ge0$,

$$
C(t,\tau)=p(t)\,[q(t+\tau)-p(t+\tau)]
=p(t)[1-p(t)]\exp\left(-\int_t^{t+\tau}\lambda\,dt'\right).
$$

Subtracting the mean removes the deterministic ripple, which would contribute sharp lines at multiples of $1/T$ and nothing between them.

Both factors of $C$ can now be replaced by averaged ones. In the exponent, every whole period contributes exactly $\bar\lambda T$. For the remaining piece, shorter than a period, both the true integral and its averaged value lie between 0 and $\bar\lambda T$. Hence

$$
\left|\int_t^{t+\tau}\lambda\,dt'-\bar\lambda\tau\right|\le\varepsilon
$$

for every $\tau$: the error does not accumulate with delay. For the variance,

$$
|p(1-p)-\bar p(1-\bar p)|=|p-\bar p|\,|1-p-\bar p|\le T\min(\bar c,\bar e).
$$

Since $\bar p(1-\bar p)=\bar c\bar e/\bar\lambda^2$, the error relative to this value is at most $\bar\lambda^2T/\max(\bar c,\bar e)$. The larger rate is at least $\bar\lambda/2$, so the relative error is at most $2\varepsilon$. The covariance averaged over the phase of the gate is therefore

$$
\bar C(\tau)=\bar p(1-\bar p)e^{-\bar\lambda\tau}[1+r(\tau)],\qquad
|r|\le\eta=(1+2\varepsilon)e^{\varepsilon}-1 ,
$$

and $\eta\approx3\varepsilon$ for small $\varepsilon$.

Let $S(f)$ be the one-sided spectrum, normalized so that its integral over positive $f$ is the variance averaged over phase. With $\omega=2\pi f$,

$$
S(f)=4\int_0^\infty\bar C(\tau)\cos\omega\tau\,d\tau .
$$

The integral of $e^{-\bar\lambda\tau}\cos\omega\tau$ is the real part of $1/(\bar\lambda-i\omega)$, which is $\bar\lambda/(\bar\lambda^2+\omega^2)$. Thus

$$
S(f)\simeq\frac{4\bar p(1-\bar p)\bar\lambda}{\bar\lambda^2+(2\pi f)^2}
=\frac{4\bar p(1-\bar p)}{\bar\lambda}\,\frac{1}{1+(f/f_c)^2}.
$$

The correction $r$ changes $S$ by at most $\eta$ times the plateau $4\bar p(1-\bar p)/\bar\lambda$. As $\varepsilon\to0$ this vanishes at all frequencies alike. Because the Lorentzian falls steadily, the half-power point must then tend to $\omega=\bar\lambda$, which proves the second result. Relative to the Lorentzian itself, the error bound grows as $\eta[1+(f/f_c)^2]$, so the formula is guaranteed around the corner but not far up the tail.

There is a simple reason why rates are averaged rather than times. The probability that an empty trap escapes capture for $N$ periods is $\exp(-\int c\,dt)=e^{-N\bar cT}$. Each phase adds its rate times its duration to the exponent. The same holds for emission, and for the loss of correlation with $\lambda$ in place of $c$.

Since $\bar\lambda=D\lambda_{\rm on}+(1-D)\lambda_{\rm off}$, the corner is the duty average of the two static corners. The occupancy behaves differently. With the static occupancies $p_{\rm on}=c_{\rm on}/\lambda_{\rm on}$ and $p_{\rm off}=c_{\rm off}/\lambda_{\rm off}$,

$$
\bar p=\frac{D\lambda_{\rm on}p_{\rm on}+(1-D)\lambda_{\rm off}p_{\rm off}}
{D\lambda_{\rm on}+(1-D)\lambda_{\rm off}} .
$$

The bias with the faster total rate has more weight. The plain average $Dp_{\rm on}+(1-D)p_{\rm off}$ is recovered if $\lambda_{\rm on}=\lambda_{\rm off}$. It also appears in the opposite limit of very slow switching, where the trap reaches its static occupancy in each phase.

As an example, take an electron trap in the oxide of a small n-channel silicon transistor at 300 K. The static rates are model inputs: $c_{\rm on}=400$ and $e_{\rm on}=20\ {\rm s^{-1}}$ at the on bias, $c_{\rm off}=0.02$ and $e_{\rm off}=1000\ {\rm s^{-1}}$ at the off bias. If the trap exchanges electrons with a channel in equilibrium, detailed balance gives $e/c=\exp[(E_T-E_F)/kT]$, where $E_T$ is an effective trap level with degeneracy factors absorbed and $E_F$ is the Fermi level of the channel. With $kT=0.02585$ eV, the level lies $0.077$ eV below $E_F$ in the on state and $0.280$ eV above it in the off state.

The gate switches at 1 MHz with $D=0.5$. Then

$$
\bar c=\frac{400+0.02}{2}=200.01\ {\rm s^{-1}},\qquad
\bar e=\frac{20+1000}{2}=510\ {\rm s^{-1}},
$$

so $\bar\lambda=710.01\ {\rm s^{-1}}$ and $\varepsilon=7.1\times10^{-4}$. The results are

$$
\bar p=\frac{200.01}{710.01}=0.282,\qquad
f_c=\frac{710.01}{2\pi}=113\ {\rm Hz}.
$$

The plateau of the noise is $4(0.2817)(0.7183)/710.01=1.14\times10^{-3}\ {\rm Hz^{-1}}$. The peak-to-peak ripple is $\Delta=1.4\times10^{-4}$, and the general bound on the deviation from $\bar p$ is $2.0\times10^{-4}$.

The static occupancies are 0.952 and $2\times10^{-5}$, with a plain average of 0.476. The switched trap is much emptier than that, because the off bias relaxes it at $1000\ {\rm s^{-1}}$ and the on bias at $420\ {\rm s^{-1}}$. The static corners are 66.8 and 159.2 Hz, and their mean is the 113 Hz found above. With the rates held fixed, duties of 0.25 and 0.75 give occupancies of 0.117 and 0.531 and corners of 136 and 90 Hz. A larger duty lowers the corner here because the on bias has the smaller total rate.

Slower switching shows how the result fails. At 1 kHz, $\varepsilon=0.71$ and the ripple formula gives $\Delta=0.14$. The predicted error of the time average is

$$
\frac{10^{-3}\times0.1408}{12}\times0.25\times580=0.0017 .
$$

Propagating the two-state master equation through each phase with matrix exponentials gives a time average of 0.2834, which exceeds $\bar p=0.2817$ by this amount. The corner of the phase-averaged spectrum, obtained from the same propagators, is still 113.0 Hz. The averages thus survive better than the small-ripple picture of $p(t)$, for these rates. At 1 Hz the time average is 0.4749, close to the static value 0.4762. The gap of 0.0013 is the effect of relaxation after each switch: the trap fills late by about $1/420$ s and empties late by about $1/1000$ s, which changes the average by $-0.952\,(1/420-1/1000)=-0.0013$ in a period of one second.

Rates of single oxide traps in real transistors spread over many decades, and the millisecond scale chosen here is only illustrative. Static rates measured at the two biases would already contain the effects of channel confinement, degeneracy and tunnelling. Finite gate edges are a small correction in this example, where they fill a small part of the period. Suppose that each edge lasts 20 ns, that the duty is measured between edge midpoints, and that the logarithm of each rate changes linearly along the edge. The mean rate on an edge is then $(c_{\rm on}-c_{\rm off})/\ln(c_{\rm on}/c_{\rm off})=40\ {\rm s^{-1}}$ for capture and, likewise, $251\ {\rm s^{-1}}$ for emission. The two edges fill 4% of the period, and the results move to $\bar p=0.279$ and $f_c=110$ Hz. For the corner, temperature matters more. If all four rates share a rough activation energy of 0.5 eV, a rise of 10 K multiplies them by 1.87. The corner then moves to 211 Hz, while the occupancy, a ratio of rates, stays the same. The shared activation energy is a simplification. If the offsets $E_T-E_F$ stay fixed instead, detailed balance gives capture and emission different activation energies, and the occupancy shifts too. With 0.5 eV kept for capture at both biases, the same 10 K raises the occupancy from 0.282 to 0.355 and moves the corner to 167 Hz.

The assumption of two states can fail seriously. Suppose that capture first leads to a metastable occupied state, at rate $a$. From there the electron returns at rate $b$ or settles into the stable state at rate $r$; emission from the stable state has the rate $e$ as before. When the metastable state is short-lived, its population is $a/(b+r)$ times that of the empty state, and the effective static capture rate is

$$
c=\frac{ar}{b+r}.
$$

This is not linear in $b$, so averaging $a$ and $b$ differs from averaging $c$. Take $r=10^4\ {\rm s^{-1}}$ at both biases, with $b=10^4$ (on) and $10^5\ {\rm s^{-1}}$ (off), as illustrative values. To keep the same static capture rates, $a$ must be 800 and $0.22\ {\rm s^{-1}}$. At 1 MHz the gate is fast even for the metastable state, so the elementary rates are averaged: $\bar a=400.11$ and $\bar b=5.5\times10^4\ {\rm s^{-1}}$. The effective capture rate becomes

$$
\frac{400.11\times10^4}{5.5\times10^4+10^4}\approx62\ {\rm s^{-1}}
$$

instead of 200. The total occupancy, metastable state included, falls from 0.28 to 0.11, and the slowest relaxation rate divided by $2\pi$ falls from 113 to 91 Hz. These one-way steps are a shortcut: they carry a steady current around the loop of three states even at a fixed bias, which a trap in equilibrium with the channel cannot have. If the stable state instead empties back through the metastable one, at a rate chosen to keep the static emission rates, the loop is gone and the two results become 0.12 and 87 Hz, nearly the same. Averaging still works, but it must be applied to the elementary rates. Static effective rates may be averaged if the period is long compared with the life of the metastable state and still short compared with $1/\bar\lambda$, because the metastable population then follows the gate within each phase. For the rates used here this window is narrow: at a period of 0.3 ms the total occupancy is 0.23 with the one-way steps and 0.24 with the return through the metastable state, still well short of 0.28.

The spectrum derived here is that of the occupancy. If the trap changes the drain current by $g(t)n(t)$, with $g$ set by the gate, the covariance of the current carries the further factor $g(t)g(t+\tau)$, and its spectrum has to be worked out with that factor included.

Numerical values quoted here were computed with a short program.
